# The logarithmic \(m\alpha^6\) term in the positronium ground-state hyperfine splitting, part 2

We seek the coefficient of \(L=\ln(1/\alpha)\) in the positronium splitting
\[
E(1^3S_1)-E(1^1S_0)=\tfrac{7}{12}m\alpha^4+O(m\alpha^5)+\tfrac{5}{24}\,m\alpha^6L+O(m\alpha^6),
\]
where exchange gives \(1/6\) and annihilation \(1/24\).

Units are \(\hbar=c=1\); \(m\alpha^2\) is one hartree. Exchange is treated for spin-½ particles with \(g=2\), masses \(m_1,m_2\), \(e_1e_2=-4\pi\alpha\), reduced mass \(\mu\), \(a=\mu/m_1\), \(b=\mu/m_2\), \(\gamma=\mu\alpha\), \(\mathbf r=\mathbf r_1-\mathbf r_2=r\mathbf n\), \(\mathbf p_1=-\mathbf p_2=\mathbf p\). With \(H_0=p^2/2\mu+V\), \(V=-\alpha/r\), the ground state is \(\psi=\psi_0e^{-\gamma r}\), energy \(E\), \(\psi_0^2=\gamma^3/\pi\); \(G'=[(E-H_0)^{-1}]'\) omits \(\psi\). Kernels \(\mathbf p\to\mathbf p'\) use \(\mathbf q=\mathbf p'-\mathbf p\), \(\mathbf P=\mathbf p+\mathbf p'\), \(\Sigma=p^2+p'^2\), \(\Delta=p'^2-p^2\).

Between operators and results, \(\to\) means "the part proportional to \(L\)"; \(\int dr/r\), cut at \(1/m\) and \(1/\gamma\), gives \(L\).

The Breit terms are
\[
H_A=-\frac{p^4}{8}\Big(\frac1{m_1^3}+\frac1{m_2^3}\Big)+\frac{\pi\alpha}{2}\Big(\frac1{m_1^2}+\frac1{m_2^2}\Big)\delta^3(\mathbf r)-\frac{\alpha}{2m_1m_2}\,p^i\,\frac{\delta^{ij}+n^in^j}{r}\,p^j ,
\]
\[
H_B=c_0\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,\delta^3(\mathbf r),\quad c_0=\frac{2\pi\alpha}{3m_1m_2};\qquad H_T=\frac{t\,S_{12}}{r^3},\quad t=\frac{\alpha}{4m_1m_2},
\]
with \(S_{12}=3(\boldsymbol\sigma_1\cdot\mathbf n)(\boldsymbol\sigma_2\cdot\mathbf n)-\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\). As \(\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\) is \(1\) (triplet) or \(-3\) (singlet), \(E_F=4c_0\psi_0^2\). Exchange contributions are written \(x\,E_F\alpha^2L\). If a perturbation acting on \(\psi\) gives \(s\psi_0/r^2\), the second-order rules are
\[
G'(0,0)\to-\frac{\mu\gamma}{\pi}L,\qquad \delta\psi(0)\to-2\mu s\,\psi_0L .
\]
They and the D-wave calculation gave \(x_{AB}=1\), \(x_{BB}=4ab/3\), \(x_{TT}=\frac{5}{12}ab\).

First-order exchange remains. Its vertices are \(-\frac{e}{2m}\boldsymbol\sigma\cdot\mathbf B\), \(\frac{e}{8m^3}\{p^2,\boldsymbol\sigma\cdot\mathbf B\}\), the \(\dot{\mathbf A}\) coupling \((e/8m^2)\boldsymbol\sigma\cdot(\dot{\mathbf A}\times\mathbf p-\mathbf p\times\dot{\mathbf A})\), the seagull \((e^2/4m^2)\boldsymbol\sigma\cdot\mathbf E\times\mathbf A\), and the spin–orbit part \(i\boldsymbol\sigma\cdot\mathbf p'\times\mathbf p/4m^2\) of the charge vertex. In the free-spinor current, \((e/8m^2)(-i\Delta/2m)\,\boldsymbol\sigma\cdot\mathbf A\times\mathbf P\) replaces the \(\dot{\mathbf A}\) coupling. The leading spin currents \(\mathbf j_{1,2}\) are \((i/2m_1)\boldsymbol\sigma_1\times\mathbf q\) and \(-(i/2m_2)\boldsymbol\sigma_2\times\mathbf q\); static transverse exchange is \(+4\pi\alpha\,j_1^i(\delta^{ij}-q^iq^j/q^2)j_2^j/q^2\). Between S states, \(\sigma_1^i\sigma_2^jT^{ij}\Rightarrow\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,T^{kk}/3\).

For one transverse photon, \(\mathbf A=\sum(2k)^{-1/2}\boldsymbol\epsilon\,(a_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}+\text{h.c.})\). Let \(O_1\propto e^{i\mathbf k\cdot\mathbf r_1}\) and \(O_2\propto e^{-i\mathbf k\cdot\mathbf r_2}\) be the vertex operators, with the polarization sum understood. Each mode contributes \((2k)^{-1}\langle O_1\mathcal GO_2+O_2\mathcal GO_1\rangle\), after relabelling \(\mathbf k\to-\mathbf k\) in the second term, with
\[
\mathcal G=\frac1{E-H_0-k}=-\frac1k+\frac{H_0-E}{k^2}-\frac{(H_0-E)^2}{k^3}+\dots
\]
Here \(H_0=p_1^2/2m_1+p_2^2/2m_2+V\) includes the centre-of-mass motion, because the pair recoils against the photon in flight; on \(\psi\), at zero total momentum, it reduces to \(p^2/2\mu+V\). The expansion holds in the logarithmic region, where \(k\sim p\) and \(H_0-E\sim p^2/m\ll k\). The first term is the static exchange \(-O_1O_2/k^2\); with \(O=-e\mathbf j\) it is the kernel used above. Spin vertices depend on position only, so they commute with \(V\) and \([H_0,O_a]=[T_a,O_a]\), \(T_a=p_a^2/2m_a\). Using \((H_0-E)\psi=0\), the second term is \(\langle[O_1,[T_2,O_2]]\rangle/2k^3=0\), since the two factors belong to different particles. The third is \(-(2k^4)^{-1}\langle[O_1,H_0][H_0,O_2]+[O_2,H_0][H_0,O_1]\rangle=+\langle[T_1,O_1][T_2,O_2]\rangle/k^4\). In momentum space each commutator is a factor \(\Delta/2m_a\), so the static kernel, whose average is \(c_0\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\), is multiplied by \(-\Delta^2/4m_1m_2q^2\):
\[
V_{\rm ret}=-\frac{\pi\alpha}{6m_1^2m_2^2}\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,\frac{\Delta^2}{q^2}.
\]
If particle 1 couples to \(\dot{\mathbf A}\), absorption carries a factor \(-ik\) and emission \(+ik\). The leading term is \((i/2k)[O_1,O_2]=0\), and the next is
\[
\frac{-i}{2k^2}\langle O_1(H_0-E)O_2-O_2(H_0-E)O_1\rangle=-\frac1{k^2}\langle O_1\,i[T_2,O_2]\rangle .
\]
So \(\dot{\mathbf A}\) is the static field of particle 2 times \(i\Delta/2m_2\). That field is \(e_1\mathbf A=e_1e_2\mathbf j_2/q^2=2\pi i\alpha\,\boldsymbol\sigma_2\times\mathbf q/m_2q^2\). The vertex \((1/8m_1^2)\boldsymbol\sigma_1\cdot e_1\dot{\mathbf A}\times\mathbf P\) involves \((\boldsymbol\sigma_2\times\mathbf q)\times\mathbf P=\mathbf q(\boldsymbol\sigma_2\cdot\mathbf P)-\boldsymbol\sigma_2\Delta\), whose product with \(\boldsymbol\sigma_1\) averages to \((\tfrac13-1)\Delta\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\). The factors \(i\cdot i\cdot(-\tfrac23)=+\tfrac23\) give \(\pi\alpha\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\Delta^2/12m_1^2m_2^2q^2\). The term with \(1\leftrightarrow2\) is equal, so \(V_{\dot A}=-V_{\rm ret}\): after the rotational average the two kernels cancel for all \(\mathbf p\) and \(\mathbf p'\). Their tensor parts do not cancel, but these have no expectation value in an S state.

Their separate logarithms are needed for a check below. Multiplying a kernel by \(\Delta\) is taking a commutator with \(p^2\), so \(\Delta^2/q^2\leftrightarrow[p^2,[p^2,W]]\) with \(W=1/4\pi r\). Since \(p^2=2\mu(H_0-V)\) and \(\langle[H_0,\cdot]\rangle=0\), the expectation value is \(-2\mu\langle[V,[p^2,W]]\rangle\). From \([p^2,W]=-\nabla^2W-2\nabla W\cdot\nabla\) follows \([V,[p^2,W]]=2\nabla V\cdot\nabla W=-\alpha/2\pi r^4\). With \(\psi^2=\psi_0^2(1-2\gamma r+\dots)\),
\[
\langle r^{-4}\rangle=4\pi\psi_0^2\int\frac{dr}{r^2}(1-2\gamma r+\dots)\to-8\pi\gamma\psi_0^2L,\qquad\Big\langle\frac{\Delta^2}{q^2}\Big\rangle=\frac\gamma\pi\langle r^{-4}\rangle\to-8\gamma^2\psi_0^2L .
\]
Then \(x_{\dot A}\alpha^2=4\cdot\frac{\pi\alpha}{6m_1^2m_2^2}(-8\gamma^2)\cdot\frac{3m_1m_2}{8\pi\alpha}\), so \(x_{\dot A}=-2ab\) and \(x_{\rm ret}=+2ab\).

For the seagull on particle 1, \(e_1\mathbf E=-\nabla V=-\alpha\mathbf r/r^3\), and \(4\pi i\mathbf q/q^2\leftrightarrow\nabla(1/r)\) turns the field above into \(e_1\mathbf A=-\alpha\boldsymbol\sigma_2\times\mathbf r/2m_2r^3\). Since \(\boldsymbol\sigma_1\cdot\mathbf n\times(\boldsymbol\sigma_2\times\mathbf n)=\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-(\boldsymbol\sigma_1\cdot\mathbf n)(\boldsymbol\sigma_2\cdot\mathbf n)\) averages to \(\tfrac23\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\), the operator is \(\alpha^2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2/12m_1^2m_2r^4\). Its splitting over \(E_F\) is \(4\cdot\frac{\alpha^2}{12m_1^2m_2}(-8\pi\gamma L)\cdot\frac{3m_1m_2}{8\pi\alpha}=-a\alpha^2L\). Particle 2 adds \(-b\), so \(x_{\rm sg}=-1\), which cancels \(x_{AB}\).

Both spin–orbit vertices contain \(i\boldsymbol\sigma\cdot\mathbf p'\times\mathbf p/4m^2\), because reversing both momenta leaves the cross product unchanged. With \(i^2=-1\) the Coulomb kernel averages to \(+\pi\alpha\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2(\mathbf p\times\mathbf p')^2/12m_1^2m_2^2q^2\). As \(\mathbf p\times\mathbf p'=\mathbf p\times\mathbf q=\mathbf p'\times\mathbf q\), one has \((\mathbf p\times\mathbf p')^2/q^2=\mathbf p\cdot\mathbf p'-p^ip'^jq^iq^j/q^2\). The kernels proportional to \(\mathbf p\cdot\mathbf p'\), including the contact part of \(q^iq^j/q^2\), are polynomial and give no logarithm on S states; at most they leave a constant times \(\gamma^2\psi_0^2\), which depends on how the cusp of \(\psi\) is treated at small \(r\). The rest, with \(\partial_i\psi=-\gamma n^i\psi\), is \(-\int\gamma^2\psi^2(1-3)\,d^3r/4\pi r^3\to2\gamma^2\psi_0^2L\). Thus \(x_{\rm so}\alpha^2=4\cdot\frac{\pi\alpha}{12m_1^2m_2^2}2\gamma^2\cdot\frac{3m_1m_2}{8\pi\alpha}\) and \(x_{\rm so}=ab/4\).

The \(\{p^2,\boldsymbol\sigma\cdot\mathbf B\}\) term averages to \(-c_0\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\Sigma/4m_a^2\), a polynomial, and its matrix element factorizes. With \(\psi(p)\propto(p^2+\gamma^2)^{-2}\) and a cutoff \(\Lambda\), the integrands \(p^4/(p^2+\gamma^2)^2\) and \(p^2/(p^2+\gamma^2)^2\) expand in even powers of \(1/p\) at large \(p\), so no \(\int dp/p\) occurs. The exchange sum is
\[
x=1+\tfrac43ab+\tfrac5{12}ab+\tfrac14ab-1-2ab+2ab=2ab,
\]
and for positronium, \(ab=\tfrac14\), the coefficient is \(\tfrac13\cdot\tfrac12=\tfrac16\).

The split into terms depends on the representation; the sum does not. Time-ordered perturbation theory with free spinors has no \(\dot{\mathbf A}\) vertex. The current itself supplies \(-i\Delta/2m_1\) in place of \(+i\Delta/2m_2\), which multiplies particle 1's share \(-ab\) by \(-m_2/m_1=-a/b\), giving \(a^2\), and likewise \(b^2\). The seagull is replaced by the negative-energy graph. With the projector \((E_k-\boldsymbol\alpha\cdot\mathbf k-\beta m)/2E_k\) and denominator \(m+E_k\), the rest-to-rest amplitude is \(e^2\phi[\boldsymbol\sigma\cdot\mathbf A,\boldsymbol\sigma\cdot\mathbf k]/4m^2=ie^2\phi\,\boldsymbol\sigma\cdot\mathbf A\times\mathbf k/2m^2\), twice the seagull; the program finds the ratio 1.9998 at small finite \(k\). The sum \(-2+a^2+b^2=-1-2ab\) equals \(x_{\rm sg}+x_{\dot A}\); for positronium the program gives \(-1.4998\) and \(-1.5000\).

For \(m_2\to\infty\), \(x=0\), and the Dirac–Coulomb state must show no logarithm. With \(m_1=1\) and \(\nu=\sqrt{1-\alpha^2}\), its radial functions are \(g=r^{\nu-1}e^{-\alpha r}\) and \(f=-\rho g\), \(\rho=\alpha/(1+\nu)\), \(1+\rho^2=2/(1+\nu)\). The dipole potential falls as \(r^{-2}\) and couples \(g\) to \(f\), so the splitting is proportional to \(\int gf\,dr/\int(g^2+f^2)r^2dr\), whose nonrelativistic value is \(-\alpha^3\). The ratio to that value is
\[
\frac{\rho}{\alpha(1+\rho^2)}\,\frac{4\,\Gamma(2\nu-1)}{\Gamma(2\nu+1)}=\frac1{\nu(2\nu-1)}=1+\tfrac32\alpha^2+\tfrac{17}8\alpha^4+\dots
\]
Quadrature gives 1.5000 for the \(\alpha^2\) coefficient at \(\alpha=0.001\), and a slope against \(L\) of \(-0.0001\) between \(\alpha=0.01\) and \(0.001\), which is what the \(\alpha^4\) term contributes to that difference quotient. The density at \(r=1/m_1\), divided by the Schrödinger density at the same radius so that the factor \(e^{-2\alpha r}\) cancels, carries \(\alpha^{2\nu-2}=1+\alpha^2L+\tfrac12\alpha^4L^2+\dots\), the value \(x_{AB}=1\); the computed slope is 0.9995, short of 1 by an amount of the size of the \(\alpha^4L^2\) term. The wave function is logarithmically enhanced at the Compton radius, and the seagull removes that enhancement from the splitting. For finite masses the result assumes a fixed mass ratio, on which the constant under the logarithm depends, and point particles with \(g=2\). The electron anomaly changes the logarithm only at \(m\alpha^7\), but a partner with \(g-2\) of order one changes the vertices and the value \(2ab\) fails.

Annihilation exists only for the particle–antiparticle pair. For a pair at rest \(u=(\xi,0)^T\) and \(v=(0,\eta)^T\) with \(\eta=i\sigma^y\chi\), where \(\chi\) is the positron spin state in the real basis, so \(\mathbf J=\langle0|\mathbf j|\text{pair}\rangle=\eta^\dagger\boldsymbol\sigma\xi\). Both spins up give \((-1,-i,0)\), with \(|\mathbf J|^2=2\). Up–down and down–up each give \((0,0,1)\), so the singlet has \(\mathbf J=0\) and the triplet with zero projection again \(|\mathbf J|^2=2\). For pair energy \(E_0\) and small total momentum \(k\), the intermediate state is either the photon alone or the photon with two pairs, and a transverse mode gives
\[
\frac{e^2|J_\perp|^2}{2k}\Big[\frac1{E_0-k}-\frac1{E_0+k}\Big]=\frac{e^2|J_\perp|^2}{E_0^2-k^2}.
\]
The Coulomb term gives \(e^2|J^0|^2/k^2=e^2|J_\parallel|^2/E_0^2\), by current conservation \(E_0J^0=\mathbf k\cdot\mathbf J\). At \(k\to0\), \(E_0=2m\), the kernel is a positive constant, so \(H_{\rm ann}=c_A\delta^3(\mathbf r)\) on the triplet with \(c_A=4\pi\alpha\cdot2/4m^2=2\pi\alpha/m^2\). Its expectation value is \(E_{\rm ann}=m\alpha^4/4\), and \(\tfrac13+\tfrac14=\tfrac7{12}\). Relativistic corrections keep the separable form \(\mathbf J^*(\mathbf p')\cdot\mathbf J(\mathbf p)/E_0^2\), polynomial in each momentum after expansion, and give no first-order logarithm for the reason found above; two-photon annihilation is a contact term of order \(m\alpha^5\). In second order \(G'(0,0)\to-m^2\alpha L/4\pi\). The cross term with \(H_A\) is \(E_{\rm ann}x_{AB}\alpha^2L\). That with \(H_B\) in the triplet is \(E_{\rm ann}\cdot2c_0G'(0,0)\to-\tfrac13E_{\rm ann}\alpha^2L\). That with \(H_T\) vanishes by angle. Double annihilation, with no factor 2, is \(E_{\rm ann}c_AG'(0,0)\to-\tfrac12E_{\rm ann}\alpha^2L\). In units of \(m\alpha^6L\),
\[
\tfrac14\big(1-\tfrac13\big)-\tfrac18=\tfrac16-\tfrac18=\tfrac1{24},
\]
and the total, term by term, is
\[
\tfrac13+\tfrac19+\tfrac5{144}+\tfrac1{48}-\tfrac13-\tfrac16+\tfrac16+\tfrac1{24}=\tfrac{16+5+3}{144}+\tfrac1{24}=\tfrac5{24}.
\]

The numerical check tests the vertices and tree kernels against exact spinors, the seagull against the Dirac amplitude, and the two resolvent rules on a two-particle lattice, and it extracts each logarithm by fitting cutoff quadratures. For \(\mu=\alpha=1\), in units of \(\psi_0^2\), the fits give \(-25.133\) for \(\langle r^{-4}\rangle\) (derived: \(-8\pi\)), \(2.000\) and \(-8.000\) for the two momentum kernels, \(-0.3183\) for \(G'(0,0)\) (derived: \(-1/\pi\)), \(-8.000\) for \(p^4\) taken symmetrically, \(-4.000\) for the orbit tensor, \(6.981\) for the D wave (derived: \(20\pi/9\)) and zero to five decimals for \(\Sigma\). At \(a=0.3\) the assembled sum is 0.4200, equal to \(2ab\). For positronium the assembled coefficients of \(m\alpha^6L\) are these.

| term | \(x\) | coefficient |
|---|---|---|
| \(AB\) | 1.0000 | 0.33333 |
| \(BB\) | 0.33335 | 0.11112 |
| \(TT\) | 0.10417 | 0.03472 |
| spin–orbit squared | 0.06250 | 0.02083 |
| seagull | −1.0000 | −0.33333 |
| \(\dot{\mathbf A}\) | −0.5000 | −0.16667 |
| retardation | 0.5000 | 0.16667 |
| annihilation × Breit | | 0.16666 |
| annihilation twice | | −0.12500 |

The exchange terms sum to 0.16667 and the annihilation terms to 0.04166; the total from unrounded fits is 0.20832, against \(5/24=0.20833\). With \(1/\alpha=137.035999\), \(L=4.920244\) and \(m\alpha^6=\alpha^4\) hartree \(=2.835707\times10^{-9}\) hartree, the product is \(m\alpha^6L=1.395237\times10^{-8}\) hartree. One sixth of it is \(2.32539\times10^{-9}\) hartree, one twenty-fourth is \(5.81349\times10^{-10}\) hartree, and their sum is \(2.90674\times10^{-9}\) hartree. Multiplying by \(6.579684\times10^9\) MHz per hartree gives 19.1 MHz. The leading term \(\tfrac7{12}\alpha^2\) hartree is \(3.106329\times10^{-5}\) hartree, or 204386.6 MHz, and the logarithmic term is \(\tfrac5{14}\alpha^2L=9.36\times10^{-5}\) of it. Because \(L\) is only about 5, the undetermined non-logarithmic term, which lacks only the factor \(L\), cannot be assumed small beside it, and 19.1 MHz is the value of the logarithmic term with argument \(1/\alpha\), not of the whole \(m\alpha^6\) correction.

## Table of computed values

```
Fitted log coefficients (mu=alpha=1, units psi0^2):
  <r^-4> = -25.13274
  <(p x p')^2/q^2> = 2.00000
  <Delta^2/q^2> = -8.00000
  <delta G' delta> = -0.31832
  <delta G' p^4> = -8.00005
  <delta G' orbit tensor> = -4.00002
  <r^-3 G' r^-3> = 6.98132
  <p^2+p'^2> magnitude = 0.00000
triplet-singlet: s1s2 4.000, (s1s2)^2 -8.000, S12^2 8.000, seagull spin 2.6667
|<0|j|pair>|^2: triplet 2.000, singlet 0.000
negative-energy graph / FW seagull = 1.9998
Dirac: (hfs ratio-1)/alpha^2 = 1.5000 at alpha=0.001, log slope -0.0001
Dirac: log slope of density at r=1/m = 0.9995
a=0.3: sum x = 0.4200, 2ab = 0.4200
Ps seagull + A-dot: x = -1.5000; free-spinor scheme x = -1.4998
Ps leading: E_F = 0.33333, annihilation = 0.25000 (m alpha^4)
Ps contributions: x, then coefficient in m alpha^6 L
  AB: x = 0.99999, 0.33333
  BB: x = 0.33335, 0.11112
  TT: x = 0.10417, 0.03472
  Coulomb so-so: x = 0.06250, 0.02083
  seagull: x = -1.00000, -0.33333
  A-dot: x = -0.50000, -0.16667
  retardation: x = 0.50000, 0.16667
  exchange sum = 0.16667
  annihilation x Breit = 0.16666; annihilation twice = -0.12500; sum = 0.04166
  total from fits = 0.20832; 5/24 = 0.20833
1/alpha = 137.035999, L = 4.920244, 1 hartree = 6.579684e+09 MHz
m alpha^6 = 2.835707e-09 hartree; m alpha^6 L = 1.395237e-08 hartree
exchange (1/6) = 2.32539e-09 hartree; annihilation (1/24) = 5.81349e-10 hartree
log term (5/24) = 2.90674e-09 hartree = 19.125 MHz
leading (7/12) m alpha^4 = 3.106329e-05 hartree = 204386.6 MHz
log term / leading = 9.3575e-05
```
